\section*{Diffusion modes of a silicide film with an enriching interface}

A silicide film occupies $0<x<L$, with its free surface at $x=0$ and silicon beyond $x=L$. The film contains $c(x,t)$ dopant atoms per volume, which diffuse with a constant coefficient $D$. The interface at $x=L$ holds a further $N(t)$ atoms per area in a layer much thinner than the film. The top is sealed, nothing passes on into the silicon, and the temperature is fixed. Subscripts $x$ and $t$ on $c$ denote derivatives, and a flux is positive towards the silicon.

Exchange between the last part of the film and the layer is taken to be fast, so that the two are in local equilibrium. At low filling of the interface sites this equilibrium is linear,
\begin{equation}
N(t)=s\,c(L,t),\qquad s>0,\quad t>0. \label{seg}
\end{equation}
The enrichment length $s$ is the thickness of film that would hold as many atoms as the layer does, at the density found next to the interface. It measures storage capacity and may far exceed the real width of the layer.

Inside the film the flux is $-Dc_x$, and conservation gives
\begin{equation}
c_t=Dc_{xx},\qquad c_x(0,t)=0. \label{film}
\end{equation}
The atoms that leave the film at $x=L$ stay in the layer, so $dN/dt=-Dc_x(L,t)$. With \eqref{seg} this becomes
\begin{equation}
s\,c_t(L,t)=-D\,c_x(L,t). \label{bc}
\end{equation}
While the layer fills, $c_t(L,t)>0$ and the density falls towards the interface, as the sign requires. The total dose $Q=\int_0^L c\,dx+N$ is conserved, because
\begin{equation}
\frac{dQ}{dt}=D\left[c_x(L,t)-c_x(0,t)\right]-Dc_x(L,t)=0 .
\end{equation}

Now seek solutions $c=X(x)e^{-\lambda t}$, allowing $\lambda$ to be complex at first. Equations \eqref{film} and \eqref{bc} become
\begin{equation}
-DX''=\lambda X,\qquad X'(0)=0,\qquad DX'(L)=s\lambda X(L). \label{eig}
\end{equation}
The last relation follows from $-s\lambda X(L)=-DX'(L)$. Multiply the differential equation by $X^*$ and integrate by parts. The boundary term at $x=0$ vanishes, and the one at $x=L$ is replaced by means of \eqref{eig}:
\begin{align}
\lambda\int_0^L|X|^2dx
&=-DX^*(L)X'(L)+D\int_0^L|X'|^2dx\nonumber\\
&=-s\lambda|X(L)|^2+D\int_0^L|X'|^2dx .
\end{align}
Therefore
\begin{equation}
\lambda\left[\int_0^L|X|^2dx+s|X(L)|^2\right]=D\int_0^L|X'|^2dx . \label{positive}
\end{equation}
For $s>0$ the bracket is positive, so $\lambda$ is real and not negative. No mode grows or oscillates in time. If $\lambda=0$, then $X'=0$ and $X$ is constant: this is the equilibrium state that carries the conserved dose.

For $\lambda>0$ write $\lambda=Dk^2$ with $k>0$. The solution with zero slope at the top is $X=\cos kx$, up to a factor. Its slope at the interface is $-k\sin kL$, and \eqref{eig} gives
\begin{equation}
-Dk\sin kL=sDk^2\cos kL .
\end{equation}
Division by $Dk$, allowed because $k\ne0$, leaves $\sin kL=-sk\cos kL$. If $\cos kL$ were zero, $\sin kL$ would have to vanish too, which is impossible. Dividing by the cosine gives the eigenvalue condition
\begin{equation}
\boxed{\tan(kL)=-sk.} \label{main}
\end{equation}

To locate the roots, set $x=kL$ (a pure number from here to the end of this paragraph) and $\beta=s/L$. The right side of $\tan x=-\beta x$ is negative, so $x$ lies in an interval $(n-\tfrac12)\pi<x<n\pi$ with $n=1,2,\ldots$. There $x-n\pi$ lies on the principal branch of the arctangent, and the condition is equivalent to
\begin{equation}
x=g(x),\qquad g(x)=n\pi-\arctan(\beta x). \label{fixed}
\end{equation}
The function $g$ maps the closed interval into itself. Since $1+\beta^2x^2\ge2\beta x$, its slope obeys
\begin{equation}
|g'(x)|=\frac{\beta}{1+\beta^2x^2}\le\frac{1}{2x}\le\frac1\pi .
\end{equation}
It is a contraction, so each interval contains exactly one root, and repeated use of \eqref{fixed} converges to it. The root is not an end point, because $0<\arctan(\beta x)<\pi/2$. Differentiating \eqref{fixed} with respect to $\beta$ gives
\begin{equation}
\frac{dx}{d\beta}=-\frac{x}{1+\beta+\beta^2x^2}<0 .
\end{equation}
At fixed $L$ and $D$, stronger enrichment therefore slows every decaying mode: the film must supply more atoms through the same thickness.

The sign of $s$ matters. If a depleted interface were described by inserting $s=-|s|$, the bracket in \eqref{positive} could vanish or change sign. With $k=i\kappa$, \eqref{main} becomes $\tanh\kappa L=|s|\kappa$. For $|s|<L$ the left side starts out steeper and then saturates, so a root $\kappa>0$ exists, and $e^{-Dk^2t}=e^{D\kappa^2t}$ grows. For $|s|>L$ no mode grows, but the equilibrium density $Q/(L-|s|)$ is negative, and for $|s|=L$ no uniform state can carry a dose. A negative storage capacity is thus no valid dynamic model of depletion.

The bracket in \eqref{positive} also shows which product makes the modes orthogonal. For real functions define
\begin{equation}
\langle f,g\rangle=\int_0^L f g\,dx+s f(L)g(L).
\end{equation}
The same integration by parts with two modes gives $\lambda_n\langle X_m,X_n\rangle=D\int_0^L X_m'X_n'dx$. Exchanging $m$ and $n$ and subtracting yields $(\lambda_n-\lambda_m)\langle X_m,X_n\rangle=0$, so modes with different rates are orthogonal. The norm of a decaying mode follows from \eqref{main}:
\begin{align}
M_n&=\frac L2+\frac{\sin k_nL\cos k_nL}{2k_n}+s\cos^2k_nL\nonumber\\
&=\frac L2-\frac s2\cos^2k_nL+s\cos^2k_nL\nonumber\\
&=\frac L2+\frac{s}{2(1+s^2k_n^2)} . \label{norm}
\end{align}
The last line uses $\cos^2=1/(1+\tan^2)$. The constant mode has $M_0=L+s$.

An initial state need not satisfy \eqref{seg}: just after implantation the layer may be empty although $c(L,0)\ne0$. The modes must therefore be complete for pairs $(f,u)$, where $f$ is the film profile and $u=N/s$ is independent of $f(L)$. The product of two pairs is $\int f g\,dx+s u v$. For a given pair $(g,v)$ and a constant $\mu>0$, consider
\begin{equation}
-Df''+\mu f=g,\quad f'(0)=0,\quad Df'(L)+s\mu f(L)=s v. \label{resolvent}
\end{equation}
Without sources the solution is $C\cosh qx$ with $q=\sqrt{\mu/D}$, and the last condition reads $C(Dq\sinh qL+s\mu\cosh qL)=0$. Hence $C=0$, and the linear problem \eqref{resolvent} has one solution for each source. Let $R$ map $(g,v)$ to $(f,f(L))$. Integration by parts gives, for two sources $G_1,G_2$ with solutions $f_1,f_2$,
\begin{equation}
\langle RG_1,G_2\rangle=D\int_0^L f_1'f_2'\,dx+\mu\langle f_1,f_2\rangle .
\end{equation}
This is symmetric in the two sources. Taking them equal shows that bounded sources give bounded $\int f^2dx$ and $\int f'^2dx$. Such functions are uniformly bounded and satisfy $|f(x)-f(y)|\le|x-y|^{1/2}(\int f'^2dx)^{1/2}$, so any sequence of them has a uniformly convergent subsequence. Thus $R$ is compact. It sends no nonzero source to zero, since $f=0$ implies $g=0$ and $v=0$. The spectral theorem for compact symmetric operators then says that its eigenvectors are complete. They are the modes found above, with eigenvalues $1/(\lambda_n+\mu)$.

For an implanted profile $c_0(x)$ and an initially empty layer, projection on the modes gives, for $t>0$,
\begin{align}
N(t)&=\frac{sQ}{L+s}+s\sum_{n=1}^{\infty}A_n\cos(k_nL)\,e^{-Dk_n^2t},\label{series}\\
A_n&=\frac1{M_n}\int_0^L c_0(x)\cos(k_nx)\,dx .
\end{align}
An initial amount $N(0)$ would add $N(0)\cos(k_nL)$ to the integral in $A_n$. The final share of the interface, $s/(L+s)$, depends on neither the implant depth nor $D$.

Two limits show what the layer does. If $sk_n\ll1$, then $\arctan(sk_n)\simeq sk_n$ and \eqref{fixed} gives
\begin{equation}
k_n\simeq\frac{n\pi}{L+s}.
\end{equation}
For these modes the layer acts as extra film of thickness $s$. If instead $s\gg L$, then $\arctan y\simeq\pi/2-1/y$, and the first root is
\begin{equation}
k_1L\simeq\frac\pi2+\frac{2L}{\pi s}.
\end{equation}
The decaying modes then nearly vanish at $x=L$, as at an absorbing boundary. Between the limits, $\pi/2<k_1L<\pi$, so the slowest decay time $\tau_1=1/(Dk_1^2)$ obeys
\begin{equation}
\frac{L^2}{\pi^2D}<\tau_1<\frac{4L^2}{\pi^2D}. \label{bounds}
\end{equation}

As an example take the drive-in anneal of a dopant-segregated Schottky contact, in which dopant is implanted into the silicide and then driven to the silicon. The parameters are rough values for this process, not data for a particular silicide: $L=20$ nm, $s=30$ nm, $D=10^{-13}$ cm$^2$/s, a retained dose of $10^{14}$ cm$^{-2}$, and 30 s at 873 K. The implant is a Gaussian of depth 8 nm and straggle 4 nm, cut off at the film's faces and normalised to the retained dose.

Here $\beta=1.5$, and the first root is $k_1L=1.907$. With $D=10$ nm$^2$/s,
\begin{equation}
\tau_1=\frac{L^2}{D(k_1L)^2}=\frac{400}{10\times1.907^2}\ \text{s}=11.0\ \text{s}.
\end{equation}
The bounds \eqref{bounds} are 4.1 s and 16.2 s. The next two modes decay in 1.7 s and 0.6 s. The final share is $30/50=0.60$, or $6.0\times10^{13}$ cm$^{-2}$ (0.60 atoms per nm$^2$). The series gives shares of 0.099, 0.235, 0.371, 0.563 and 0.598 after 2, 5, 10, 30 and 60 s.

At 10 s the slowest mode alone gives a share of 0.3715, against 0.3713 from the full series, so from then on the remaining deficit, $0.600-0.371=0.229$, decays with $\tau_1$. The share reaches 95\% of its final value when the deficit is 0.030, that is at
\begin{equation}
t_{95}\simeq10\ \text{s}+11.0\ \text{s}\,\ln\frac{0.229}{0.030}=32\ \text{s}.
\end{equation}
The 30 s anneal is therefore just short of this mark.

These results were compared with a direct balance of atoms in thin slices, the last of which also carries the capacity $s$. For $s=3$, 30 and 300 nm, with 800 slices, the first five decay rates agree with \eqref{main} to a relative difference of at most $2.9\times10^{-5}$. The shares at the five times agree to the four decimals in the numerical output. A contour count for $s=30$ nm finds 11 complex zeros of $\sin z+(s/L)z\cos z$ with $|z|<5\pi$: five positive roots, their negatives, and zero. The need for the interface term in the product is also visible: the film integral of the constant mode times the first decaying one is 9.9 nm, not zero.

Completeness can be probed with all atoms initially in the layer. For one atom per area the pair is $(0,1/s)$, with squared norm $1/s$ and projections $\cos k_nL$. Completeness requires
\begin{equation}
s\left[\frac1{L+s}+\sum_{n=1}^{\infty}\frac{\cos^2k_nL}{M_n}\right]=1 .
\end{equation}
The first 20\,000 decaying modes give 0.999993. For large $n$ a term of the sum, multiplied by $s$, approaches $2L/(s\pi^2n^2)$, so the omitted tail is about $7\times10^{-6}$ and accounts for the deficit.

Local equilibrium itself can be relaxed. Let the flux into the layer be $h[c(L,t)-N/s]$, with exchange velocity $h$. In a mode, $N=Be^{-Dk^2t}$, and the balance $-Dk^2B=Dk\sin kL$ gives $B=-\sin(kL)/k$. Equating the two forms of the flux,
\begin{equation}
Dk\sin kL=h\left(\cos kL+\frac{\sin kL}{sk}\right),
\end{equation}
and multiplying by $sk/h$ yields
\begin{equation}
\left(1-\frac{sDk^2}{h}\right)\sin kL+sk\cos kL=0 .
\end{equation}
This returns to \eqref{main} for $h\to\infty$. If the last jump covers 0.3 nm at the film's own rate, $h=D/(0.3\ \text{nm})=33$ nm/s, and $\tau_1$ rises from 11.0 to 11.3 s. A barrier at the interface would lower $h$ and slow the filling further.

Saturation of sites replaces \eqref{seg} by $N=sc(L)(1-N/N_s)$. With one site per atom of a silicon (001) plane, $N_s=6.8\times10^{14}$ cm$^{-2}$, the final share falls from 0.600 to 0.578. Solving for $N$ and differentiating gives the local capacity $dN/dc=s(1-N/N_s)^2$. Used in place of $s$ close to equilibrium, it shortens $\tau_1$ to 10.4 s.

Electric charge can matter far more. Suppose a fixed fraction $f$ of the layer's atoms is ionised at a distance $a$ from the silicide, which holds the opposite charge, and neglect other charge in the silicon. The field between them is $qfN/\varepsilon$, and its energy per area is $f^2q^2N^2a/(2\varepsilon)$. The derivative with respect to $N$ is the mean-field energy of adding one atom, so equilibrium becomes
\begin{equation}
N=s\,c(L)\exp\left(-\frac{f^2q^2aN}{\varepsilon k_BT}\right).
\end{equation}
Take $a=0.5$ nm and the relative permittivity 11.7 of bulk silicon, which is only a rough guide at so short a distance. With $f=0.1$ the final share is 0.59, close to the linear result of 0.60. With $f=1$ it is 0.184. This mean-field value is somewhat too low, because it spreads the charge evenly: discrete ions about 2 nm apart avoid one another, and with their image charges in the silicide the share is about 0.24. Here $s$ is taken to include the attraction of each ion to its own image, about 0.06 eV. If this attraction had to be added to $s$, the share would be about 0.30. In each case the layer holds about half of what the linear law says, or less. The reason is the size of the potential: at the linear share a fully ionised layer would stand at 0.46 V, while $k_BT/q$ is 0.075 V. At this dose the linear law thus needs a layer that is mostly neutral or well screened during the anneal. At a dose of $10^{12}$ cm$^{-2}$ the potential is so small that even a fully ionised layer has a share of 0.59, provided that $s$ includes the image attraction.

Losses of dopant from the film and layer are small for these inputs, provided that diffusion in the silicon is not strongly enhanced. If the silicon surface is held at the density $C$ of a layer of width $w$, diffusion into the silicon takes up $2C\sqrt{D_{\rm Si}t/\pi}$ per area, a fraction $2\sqrt{D_{\rm Si}t/\pi}/w$ of the layer's content. A rough prefactor of 1 cm$^2$/s and activation energy of 3.5 eV give $D_{\rm Si}=6\times10^{-21}$ cm$^2$/s, and for $w=1$ nm the formula gives 0.5\% in 30 s. This is an overestimate, because the diffusion length $\sqrt{D_{\rm Si}t}$ is only 0.004 nm, far less than the 0.14 nm between atomic planes. Counting jumps from plane to plane instead gives about 0.01\%. Implant damage or heavy doping could raise $D_{\rm Si}$: in the same count a hundredfold increase gives a loss of about 1\%, and a factor of 1700 about 14\%. The Gaussian tail beyond the film is 0.14\% of the retained dose. An imperfect seal that passes a flux $v\,c(0,t)$ loses 1\% of the dose in the anneal when $v\simeq0.009$ nm/s.

The time scale, unlike the final share of the linear law, also depends on $D$. With an assumed activation energy of 2 eV for $D$, and $s$ held fixed, a temperature 10 K higher multiplies $D$ by 1.35 and shortens $\tau_1$ to about 8 s. A film 10\% thicker, with $s$ and $D$ held fixed, has $\tau_1=12.9$ s. Grain structure may also invalidate a single $D$. If boundaries are fast paths and a cylindrical grain of radius 20 nm, with the same $D$, exchanges atoms only through a rim held at fixed density, its slowest radial mode is $J_0(2.405\,r/R)$, with decay time $R^2/(2.405^2D)=6.9$ s. This is comparable with $\tau_1$, so grain interiors would lag behind their boundaries, and more so if their own $D$ is smaller.

At the dose chosen here the linear law fills only about 9\% of the assumed interface sites. At a dose of $10^{15}$ cm$^{-2}$, with the same $s$, the linear law would put $6\times10^{14}$ cm$^{-2}$ into the layer, 88\% of the assumed sites, and could not be trusted. The least certain inputs are $D$ and $s$, which depend on the dopant, the silicide and its grains. The model also assumes that all the dopant in the film is dissolved and mobile. The implant peaks at $1.0\times10^{20}$ cm$^{-3}$; if this exceeds the solubility in the silicide, precipitates or clusters may hold atoms back. The assumption most exposed in a device is that of an uncharged layer, since ionised dopant at the interface sets up a potential step that can change the barrier: within the estimate above, full ionisation during the anneal would cut the final share from 0.60 to roughly 0.2 to 0.3. A whole filling curve, starting from an empty layer, can therefore be read through \eqref{main} with constant $s$ if the filling is low, the charge is small or screened, exchange with the layer is fast, losses are small, the temperature is steady, the dopant stays dissolved, and one diffusivity describes the film. Close to equilibrium the filling may be high as well, provided that the local capacity $dN/dc$ takes the place of $s$.

\section*{Numbers as computed}
\begin{verbatim}
film thickness L = 20 nm; enrichment length s = 30 nm
diffusivity D = 1.0e-13 cm2/s = 10 nm2/s
retained dose Q = 1.0e+14 cm^-2
implant depth = 8 nm; straggle = 4 nm
anneal: 873 K, 30 s; kT = 0.0752 eV
mode 1: kL = 1.9071, k = 0.09535 nm^-1, decay time = 10.998 s
mode 2: kL = 4.8490, k = 0.24245 nm^-1, decay time = 1.701 s
mode 3: kL = 7.9378, k = 0.39689 nm^-1, decay time = 0.635 s
slowest time for s=0: 4.053 s
slowest time for s=infinity: 16.211 s
final interface share = 0.6000
final interface density = 6.00e+13 cm^-2
final film density = 2.00e+19 cm^-3
share at 2 s: series 0.0995, box balance 0.0995
share at 5 s: series 0.2348, box balance 0.2348
share at 10 s: series 0.3713, box balance 0.3713
share at 30 s: series 0.5629, box balance 0.5629
share at 60 s: series 0.5976, box balance 0.5976
share at 10 s from slowest mode only = 0.3715
time to 95% of final share = 32.33 s
largest relative rate error against boxes = 2.9e-05
complex zeros in circle of radius 5 pi = 11
completeness sum (should be 1) = 0.999993
film-only overlap of modes 0 and 1 = 9.900 nm
interface sites = 6.78e+14 cm^-2
final share with site saturation = 0.5784
slowest time with site saturation = 10.440 s
ion-to-metal distance = 0.5 nm; silicon permittivity = 11.7
potential, all ionised, linear share = 0.464 V
field, 10% ionised, linear share = 0.93 MV/cm
final share, 10% ionised = 0.5855
final share, all ionised = 0.1842
exchange velocity (0.3 nm jump) = 33.3 nm/s
slowest time with finite exchange = 11.253 s
silicon diffusivity (1 cm2/s, 3.5 eV) = 6.2e-21 cm2/s
escape from 1 nm layer into silicon = 0.49 %
implant tail beyond film / retained dose = 0.14 %
top velocity for 1% loss in anneal = 0.0089 nm/s
box-balance loss at that velocity = 0.988 %
D factor for +10 K (2 eV activation) = 1.351
slowest time for 10% thicker film = 12.949 s
filling time of grain, radius 20 nm = 6.92 s
\end{verbatim}
